Why a small thermal force error does not validate a diffusion barrier

**Question**

I am fitting a learned potential to study how a platinum adatom moves along the troughs of a Pt(110) surface, because such surface motion is one way in which a platinum electrode film can change its shape during an anneal. The training forces come from thermal configurations at 400 K. On separate configurations drawn in the same way, the root-mean-square (RMS) force error is below 0.001 eV/nm, while the forces themselves have an RMS size of about 2 eV/nm. A saddle search on the learned surface converges without trouble.

The barrier is an integral of the force, and the force is right to better than one part in a thousand. Does that not validate the barrier? If it does not, how wrong could the barrier be, and what should I check instead?

**Answer**

It does not validate the barrier. The barrier is indeed an integral of the force, but that integral gives equal weight to each piece of the path, whereas your error average gives almost no weight to the piece near the saddle. The consequence can be put as an inequality, and then shown on a model with error figures like yours.

**From force error to barrier error**

Take one coordinate x along the trough. Let the reference potential V(x) and the learned potential U(x) both have period a and mirror symmetry, with the minimum of V at x = 0 and its saddle at x = a/2. Forces are F = −dV/dx for the reference and −dU/dx for the model. Define the force error as model minus reference:

δF = −d(U − V)/dx.

Integrating from the minimum to the saddle gives the error in the energy difference between these two points:

δE = [U(a/2) − U(0)] − [V(a/2) − V(0)] = −∫₀^{a/2} δF dx.

No temperature appears here. The thermal test error, in contrast, is

ε² = ∫₀^a p δF² dx, with p = exp(−βV)/Z, Z = ∫₀^a exp(−βV) dx, β = 1/kT.

By symmetry p and δF² take equal values at x and a − x, so the two halves of the period contribute equally:

ε² = 2 ∫₀^{a/2} p δF² dx.

Write δF as the product of √p δF and 1/√p, and apply the Cauchy–Schwarz inequality:

δE² ≤ [∫₀^{a/2} p δF² dx] [∫₀^{a/2} dx/p].

The first bracket is ε²/2. In the second, 1/p = Z exp(βV), and half a period gives half the full integral:

∫₀^{a/2} dx/p = (Z/2) ∫₀^a exp(βV) dx = a²R/2,

R = (1/a²) ∫₀^a exp(−βV) dx ∫₀^a exp(βV) dx.

Multiplying the brackets gives δE² ≤ ε²a²R/4, or

|δE| ≤ (εa/2) √R.

So a thermal force error does limit the barrier error in one dimension. What matters is the size of R.

The constant cannot be improved. Equality in Cauchy–Schwarz requires √p δF to be proportional to 1/√p, hence δF ∝ 1/p ∝ exp(βV) on the half path. This worst error sits at the saddle, where sampling is rarest. Its odd continuation jumps at x = 0 and x = a/2, but rounding the jumps over ever narrower intervals changes both integrals by as little as one likes, so continuous errors approach the bound.

**What R means**

R also measures how much the landscape slows diffusion. For overdamped motion with bare diffusion coefficient D₀, the flux of a density ρ is

J = −D₀(dρ/dx + βρ dV/dx) = −D₀ exp(−βV) dg/dx, with g = ρ exp(βV).

In a steady state J is constant. Dividing by exp(−βV) and integrating over one period, the change of g is

Δg = −(J/D₀) ∫₀^a exp(βV) dx.

Since V is periodic, the density changes between equivalent points by exp(−βV)Δg. Averaged over a period, this is Δρ̄ = (Δg/a) ∫₀^a exp(−βV) dx. The large-scale gradient is Δρ̄/a, and so

D = −J/(Δρ̄/a) = D₀/R.

For a given D₀, the slower such overdamped diffusion, the less a thermal force error says about its barrier. The bound itself does not depend on the type of motion. With the rough friction of 1 per ps used below, the platinum adatom is not overdamped, so its diffusion coefficient is computed from a hop rate instead. In a flat landscape R = 1 and the bound is the harmless εa/2.

At low temperature each integral is Gaussian. With curvature K₀ at the minimum, curvature −Kₛ at the saddle and barrier E,

∫₀^a exp(−βV) dx ≈ √(2πkT/K₀), ∫₀^a exp(βV) dx ≈ exp(βE) √(2πkT/Kₛ),

where V is measured from its minimum. Therefore

R ≈ 2πkT exp(βE) / (a² √(K₀Kₛ)).

The bound on the barrier error thus grows essentially as exp(βE/2).

**A model that passes the force test and fails at the saddle**

With θ = 2πx/a, take

V = (A/2)(1 − cos θ) + B[exp(−κ(1 + cos θ)) − exp(−2κ)],

a = 0.28 nm, A = 0.5 eV, B = 0.3 eV, κ = 6.25.

The second term is narrow and lives near the saddle. It stands for a change of bonding that occurs there and leaves hardly any trace in the basin. The barrier is A + B[1 − exp(−2κ)] = 0.80 eV. Since

dV/dθ = sin θ [A/2 + Bκ exp(−κ(1 + cos θ))]

is positive for 0 < θ < π, there is one saddle per period, at θ = π. Differentiating once more, and using (2π/a)² = 503.6 nm⁻², gives K₀ = 125.9 eV/nm² and Kₛ = 1070 eV/nm².

At 400 K, kT = 0.03447 eV. The low-temperature formula gives R ≈ 9.0 × 10⁷, and direct integration gives 9.6 × 10⁷. The constant in the bound is then

(a/2)√R = 0.14 nm × √(9.584 × 10⁷) = 1371 nm.

A numerical search for the worst continuous, piecewise linear force error, with 400 elements on the half path, reaches 1361 nm. To guarantee the barrier to 0.05 eV from the thermal force error alone, you would need

ε ≤ 0.05 eV / 1371 nm = 3.6 × 10⁻⁵ eV/nm.

On the same surface at 1200 K the requirement relaxes to 0.044 eV/nm, because hot configurations visit the saddle far more often.

Now fit a learner with twelve harmonics,

U = Σ cₘ(1 − cos mθ), m = 1 to 12,

by minimising the mean-square force error plus a smoothness penalty λ Σ m⁶cₘ² over m ≥ 2, with λ = 10⁻⁵ nm⁻². The training set is 2000 independent thermal configurations at 400 K with noise-free forces, so reference noise cannot be blamed for what follows.

- Test-set RMS force error: 0.00078 eV/nm, against an RMS force of 2.0 eV/nm.
- Barrier: 0.51 eV instead of 0.80 eV.
- Largest force error on the path: 9.9 eV/nm.
- Curvature at the top: −134 eV/nm² instead of −1070 eV/nm².

The maximum lies at 0.14 nm, which is the correct place, but the mirror symmetry built into the learner forces a stationary point there whatever the data. A converged search that lands on this point is no evidence for the energy found there. Repeating the fit with twenty other training sets gives barrier errors between −0.30 and −0.27 eV. These twenty fits agree with one another about ten times better than they agree with the truth. An occasional training set can give a noticeably higher barrier, but for this learner the typical scatter between refits is far smaller than the error and would not have shown its size.

**Why the test set did not notice**

The farthest training configuration lies at |x| = 0.070 nm, halfway to the saddle. There the narrow term contributes a force of about

(2π/a)Bκ exp(−6.23) ≈ 0.08 eV/nm,

and less further in. The probability of being within 0.02 nm of the saddle is 1.3 × 10⁻⁹, so one such configuration is expected in about 8 × 10⁸ independent draws.

The test set even underestimates its own target. Integrated over the full thermal distribution, the RMS error is 0.0054 eV/nm, seven times the test-set value. To see why, treat the model's error as the missing narrow term. This overstates the error in the sampled region, where the fit absorbs most of that term, but it is a fair approximation from about x = 0.09 nm outward. While that term is small in V itself, the integrand of ε² varies as

p δF² ∝ sin²θ exp[(βA/2 − 2κ) cos θ] = sin²θ exp(−5.25 cos θ),

since βA/2 = 7.25 and 2κ = 12.5. It grows from the basin towards the saddle, because the squared error rises faster than the probability falls. The growth stops when the narrow term in V reaches about kT, near x = 0.10 nm. The main contribution to ε² thus comes from a region that 2000 draws are unlikely to reach.

Inserting the full ε in the bound gives 1371 nm × 0.00539 eV/nm = 7.4 eV. That is a limit and not an estimate; the actual error of 0.29 eV is far inside it. A small ε does not make the barrier wrong. It leaves the barrier unchecked.

**Is it the learner or the data?**

Keep the learner, penalty and test set fixed, and change the training data.

With ten times more thermal data, the test error falls elevenfold, to 7 × 10⁻⁵ eV/nm, yet the barrier moves only from 0.51 to 0.52 eV. By the usual measure the model is much better, but its diffusion coefficient falls by only about a fifth and remains more than 3000 times too large. These figures belong to these particular samples: in other draws the test error can fall much less, or not at all, and the barrier can move further.

With the original 2000 configurations plus twenty points spaced evenly from a/4 to 3a/4, the barrier becomes 0.80 eV. The twelve harmonics were flexible enough.

The penalty shares the blame. It is weighed against the mean-square error, so more data do not weaken it, and at λ = 10⁻⁵ even unlimited thermal data give a barrier of only about 0.61 eV. Removing it altogether and refitting the original 2000 noise-free configurations gives about 0.75 eV. The miss therefore comes from data and learner together: where the data carry almost no weight, the smoothness assumption decides the shape of the surface, and a few points in the saddle region take that decision away from it.

**What it does to the diffusion coefficient**

In classical transition-state theory, the hop rate Γ in one direction is the probability density at the saddle times the mean positive velocity. For a Maxwell distribution and mass M,

∫₀^∞ v √(M/2πkT) exp(−Mv²/2kT) dv = √(kT/2πM),

so that, with V measured from its minimum,

Γ = √(kT/2πM) exp(−βE) / ∫₀^a exp(−βV) dx ≈ (1/2π) √(K₀/M) exp(−βE).

The last form uses the Gaussian integral for the basin. With M = 195 u, the full expression gives 103 s⁻¹ and the harmonic one 105 s⁻¹. The learned surface gives 4.4 × 10⁵ s⁻¹, too fast by a factor of 4300. Nearly all of this is the barrier error: exp(0.2883/0.03447) ≈ 4300.

For uncorrelated hops at rate Γ to each side, the mean-square displacement in time t is 2Γa²t. Setting this equal to 2Dt gives D = Γa²:

- reference: D = 8.0 × 10⁻¹⁴ cm²/s;
- learned model: D = 3.5 × 10⁻¹⁰ cm²/s.

**How this compares with real platinum**

The spacing of 0.28 nm and the barrier of 0.8 eV are rough values for this surface. The narrow saddle term is an assumption, chosen to expose the problem; its curvature, 8.5 times that of the basin, should not be read as a property of platinum. The test error is also far smaller than usual: learned potentials often have force errors of roughly 0.1 to 1 eV/nm.

Several neglected effects are small here. For a harmonic well and a parabolic barrier, zero-point motion and tunnelling together raise the rate by about 1%. With a rough friction rate of 1 per ps, recrossing of the saddle lowers it by about 2%. At the same friction, the energy loss over one period, estimated along the frictionless path of an atom with just the barrier energy, is about 11 kT. Such an atom would turn back before the next saddle, so long jumps should be uncommon. That loss is proportional to the friction, and at a tenth of it long jumps would matter. This estimate belongs to the one-coordinate model only. On the real surface, which has the missing-row reconstruction when clean, double jumps of Pt adatoms along the troughs have been observed, and each counts four times as much as a single hop in D.

The assumption most open to doubt is the single rigid coordinate. Substrate atoms relax, their vibrations change the prefactor, and an exchange with a surface atom may offer another route. I have not calculated these effects. As a scale, a shift of 0.05 eV in the barrier changes the rate at 400 K by exp(0.05/0.03447) ≈ 4.3.

**More coordinates make the test weaker**

If the error sits in one of 3N force components, averaging over all of them divides its RMS value by √(3N). There is also a deeper problem. An error of fixed height confined to a ball around the saddle changes the barrier less and less as the ball shrinks, since a path can go round a bump, and a dip must still be entered over its rim. But suppose that, in d dimensions, the model cuts off the top of the barrier inside a thin tube of radius r around the reference path. Wherever the reference energy on the path exceeds E − h, with h < E, the model lowers it to E − h, and this error fades to zero at the wall of the tube. Let L be the length of the stretch concerned. The model then offers a path whose highest point is lower by h, while the basin keeps its energy. The force error in the tube is of order h/r and the volume of order L r^(d−1), so with p the mean probability density in the tube,

ε² ~ p (h/r)² L r^(d−1) = p h² L r^(d−3).

For d > 3 this vanishes as r → 0 at fixed h. Without an assumption about the smoothness of the model, the thermal force error then sets no limit on how far the model underestimates the barrier.

**What to check instead**

Measure the error on the path. If ε_path is the RMS force error with uniform weight along x, repeat the derivation with p = 1/a. Then R = 1 and

|δE| ≤ ε_path a/2.

With a single coordinate, as here, a guarantee of 0.05 eV now needs no more than ε_path ≤ 0.05/0.14 = 0.36 eV/nm, about ten thousand times looser than the thermal requirement. The first model has ε_path = 3.9 eV/nm and fails at once. The model with twenty path points has 0.0027 eV/nm, which guarantees its barrier to 0.0004 eV relative to the reference potential.

With more coordinates, a small error on the reference path is not enough, because the model may have a false, lower pass beside it. The path to check is the one that the model itself prefers. Find it on the learned surface, compute reference energies and forces along it and at the saddle, add them to the training set, refit, and search again until path and barrier stop changing and the model agrees with the reference along the path. This can correct only the saddles that the model can find. A route missing from the learned surface has to be sought by other means, such as searches with the reference method or sampling at higher temperature.

The numerical output below lists the main values used here.

Table of computed values

```
period a: 0.28 nm
broad term A: 0.5 eV
narrow saddle term B: 0.3 eV
sharpness kappa: 6.25
mass: 195 u
temperature: 400 K
kT: 0.03447 eV
training configurations: 2000
harmonics in learner: 12
penalty lambda: 1e-05 nm^-2
true barrier: 0.8 eV
true curvature at minimum: 125.9 eV/nm^2
true |curvature| at saddle: 1070 eV/nm^2
model |curvature| at a/2: 134.3 eV/nm^2
D/D0 at 2000 K, Bloch spectrum: 0.16535
D/D0 at 2000 K, formula 1/R: 0.16534
R at 400 K, quadrature: 9.584e+07
R at 400 K, low-temperature form: 9.039e+07
worst barrier error per force error, formula: 1371 nm
same, finite-element maximum: 1361 nm
force error guaranteeing 0.05 eV, 400 K: 3.648e-05 eV/nm
force error guaranteeing 0.05 eV, 1200 K: 0.04427 eV/nm
largest |x| in training set: 0.07014 nm
probability within 0.02 nm of saddle: 1.317e-09
expected such configurations in training: 2.633e-06
RMS force in test set: 2.025 eV/nm
basin model, test-set RMS force error: 0.000781 eV/nm
basin model, full thermal RMS force error: 0.00539 eV/nm
basin model, uniform path RMS force error: 3.86 eV/nm
basin model, barrier: 0.5117 eV
ten times more data, test-set RMS force error: 7.13e-05 eV/nm
ten times more data, full thermal RMS force error: 0.0048 eV/nm
ten times more data, uniform path RMS force error: 3.79 eV/nm
ten times more data, barrier: 0.5201 eV
with 20 path points, test-set RMS force error: 2.42e-05 eV/nm
with 20 path points, full thermal RMS force error: 2.66e-05 eV/nm
with 20 path points, uniform path RMS force error: 0.00266 eV/nm
with 20 path points, barrier: 0.7999 eV
basin model, largest force error: 9.876 eV/nm
basin model, position of maximum: 0.14 nm
basin model, barrier error: -0.2883 eV
basin model, bound on barrier error: 7.382 eV
barrier errors over 20 training sets: -0.2960 to -0.2669 eV
true rate, one direction: 102.7 1/s
true rate, harmonic form: 104.6 1/s
basin model rate: 4.409e+05 1/s
basin model rate / true rate: 4295
rate with 20 path points / true rate: 1.002
true D: 8.049e-14 cm^2/s
basin model D: 3.457e-10 cm^2/s
quantum factor, well times tunnelling: 1.009
friction recrossing factor at 1 per ps: 0.9785
energy loss per transit / kT at 1 per ps: 10.95
```
